# Full shot noise in subthreshold current does not identify tunnelling

**Q:** I have a short transistor biased below threshold, with a drain bias many times the thermal voltage. Its white current noise is $S=2eI$. Thermal emission over a barrier should give thermal noise, while a tunnel barrier gives full shot noise. I conclude that the electrons tunnel from source to drain.

**A:** Let us first ask what the measured ratio counts. Define the Fano factor

$$F=\frac{S}{2eI},$$

where $S$ is the one-sided noise density at low frequency and $I>0$ is the mean current. If $N$ electrons have crossed in a long time $t$, the charge variance is $e^2\,\mathrm{var}N=t\int C(\tau)\,d\tau$, where $C$ is the current autocovariance. Since $S=2\int C(\tau)\,d\tau$,

$$S=\frac{2e^2\,\mathrm{var}N}{t},\qquad I=\frac{e\langle N\rangle}{t},\qquad F=\frac{\mathrm{var}N}{\langle N\rangle}.$$

Unit $F$ therefore says that the variance of the count equals its mean. Whether this reveals the path depends on the counting statistics of each path.

**Q:** Then derive them without assuming either path.

**A:** Take non-interacting electrons, a fixed barrier, elastic coherent transmission $T(E)$ and two equilibrium contacts at the same temperature. Let $k$ be Boltzmann's constant, so that $kT_0$ is the thermal energy at temperature $T_0$. The contact occupations are

$$f_{s,d}(E)=\frac{1}{e^{(E-\mu_{s,d})/kT_0}+1},\qquad \mu_s-\mu_d=eV>0.$$

I count electrons moving from source to drain as positive. Let $g$ be the number of identical channels, including spin and valleys.

Divide the incoming states of one channel into wave packets of small energy width $\delta E$. Packets displaced in time by multiples of $h/\delta E$ are orthogonal, because the integral of $e^{-iEt/\hbar}$ over the width $\delta E$ vanishes at those times. Thus $\delta E/h$ slots arrive per unit time from each side. One slot from each side forms a pair, with four possible occupations:

- Both are empty: nothing crosses.
- Only the source slot is filled: an electron crosses forward with probability $T$.
- Only the drain slot is filled: an electron crosses backward with probability $T$.
- Both are filled: two orthogonal incoming states become two orthogonal outgoing states, and both are filled. The net transfer is zero.

The probabilities of a net transfer of $+1$ and $-1$ are therefore

$$p_+=Tf_s(1-f_d),\qquad p_-=Tf_d(1-f_s).$$

The transfer $X$ takes the values $1$, $0$ or $-1$, so $\langle X\rangle=p_+-p_-$ and $\langle X^2\rangle=p_++p_-$. Its variance is $p_++p_--(p_+-p_-)^2$. Different slots are independent, so their variances add. Using $p_+-p_-=T(f_s-f_d)$,

$$I=\frac{ge}{h}\int T(f_s-f_d)\,dE,$$

$$S=\frac{2ge^2}{h}\int\left[p_++p_--T^2(f_s-f_d)^2\right]dE.$$

**Q:** The division into slots is neat, but does it describe a real time evolution?

**A:** It can be tested on a chain. Two leads of 250 sites each, with unit hopping, are filled separately with $kT_0=0.3$ and $\mu_{s,d}=\pm0.5$. They are then joined by a hopping of 0.6. The growth of the mean and variance of the transferred number is computed from the exact evolution between times 60 and 110, in units of $\hbar$ over the hopping. The disturbance that starts at the link needs a time of 125 to reach the outer ends and 250 to return, so the ends play no part in this window. The evolution gives $F=0.7009$, and so does the slot formula. Crossings are frequent here, so the term in $T^2$ matters.

**Q:** Now use a large drain bias. Where does the barrier mechanism enter?

**A:** First look at the ratio of forward to backward events. Because $f/(1-f)=e^{-(E-\mu)/kT_0}$,

$$\frac{p_+}{p_-}=\frac{f_s}{1-f_s}\,\frac{1-f_d}{f_d}=e^{(\mu_s-\mu_d)/kT_0}=e^u,\qquad u=\frac{eV}{kT_0}.$$

The transmission has cancelled, and the ratio is the same at every energy. Hence

$$p_++p_-=\frac{e^u+1}{e^u-1}(p_+-p_-)=\coth\frac u2\;T(f_s-f_d).$$

Insert this into $S$ and divide by $2eI$. The common factor $2ge^2/h$ cancels, leaving

$$F=\coth\frac u2-D,\qquad D=\frac{\int T^2(f_s-f_d)^2\,dE}{\int T(f_s-f_d)\,dE}.$$

For $V>0$ the quantity $T(f_s-f_d)$ is nowhere negative. $D$ is its average, weighted by itself, so

$$0\le D\le\max_E\,[T(f_s-f_d)].$$

If $u\gg1$ the hyperbolic cotangent tends to one. If also $T(f_s-f_d)\ll1$ at all energies, $D$ is small and $F$ tends to one. The second condition concerns a product: it holds when few electrons arrive, when few of those arriving are transmitted, or both.

**Q:** But above a classical barrier $T=1$. There is no random choice between transmission and reflection, so what makes the noise?

**A:** The random occupation of the incoming states. At large bias $f_d$ is negligible at the energies that carry the current, so a slot transfers an electron with probability $p=Tf_s$, and its variance is $p(1-p)$. Two extremes are useful:

$$T=1:\quad f_s(1-f_s),\qquad\qquad f_s=1:\quad T(1-T).$$

In the first, the contact decides whether an electron arrives. In the second, the barrier decides whether it passes. When the relevant probability is small, each variance equals its mean to leading order.

The first case can be worked out fully. Let a classical barrier have $T=0$ below its top and $T=1$ above it, with the top at an energy $\Delta\gg kT_0$ above $\mu_s$. Above the top $f_s\simeq e^{-(E-\mu_s)/kT_0}$, and for $u\gg1$ we neglect $f_d$. Then

$$\int f_s\,dE=kT_0\,e^{-\Delta/kT_0},\qquad \int f_s^2\,dE=\frac{kT_0}{2}e^{-2\Delta/kT_0},$$

and therefore

$$I=\frac{ge}{h}kT_0\,e^{-\Delta/kT_0},\qquad D=\frac12e^{-\Delta/kT_0}.$$

No electron tunnels in this model, by construction, and yet $F\to1$.

**Q:** You still call this thermal emission. Should thermal noise not be $4kT_0G$, with $G$ the conductance?

**A:** That is the limit of zero bias. As $V\to0$, $\coth(u/2)\to2/u$. The numerator of $D$ is of order $V^2$ and its denominator of order $V$, so $D\to0$. Thus

$$S=2eI\,F\to2eI\,\frac{2kT_0}{eV}=4kT_0\frac IV=4kT_0G.$$

This holds for tunnelling as well as for emission over the barrier. "Thermal" in thermionic emission names the source of the electrons' energy. It does not mean that the contacts are in equilibrium with each other.

**Q:** Give me numbers for a transistor in which tunnelling really dominates, beside one in which it does not.

**A:** Take two narrow silicon nanowires at 300 K with rough typical parameters: transport mass $0.19\,m_0$, where $m_0$ is the free-electron mass, and $g=4$ for spin and two valleys, as for the lowest valleys of a wire along [110]. The band is taken as parabolic. Energies are measured from the source band edge. The source Fermi level is at 0.05 eV, the barrier top at 0.30 eV, and the drain bias is 0.30 V. The barriers have lengths $L=60$ nm and 8 nm. With $U_b$ the top energy, the potential is

$$U=\frac{U_b}{2}\left[1-\cos\frac{2\pi x}{L}\right],\qquad 0\le x\le\frac L2,$$

$$U=U_b-\frac{U_b+eV}{2}\left[1+\cos\frac{2\pi x}{L}\right],\qquad \frac L2\le x\le L.$$

It rises smoothly from zero to $U_b$ and falls smoothly to $-eV$. The top is held fixed when length or bias changes, so electrostatic barrier lowering is left out. $T(E)$ comes from a numerical solution of the one-dimensional wave equation.

Begin with the classical barrier of the same height. Here $\Delta=0.25$ eV and $kT_0=25.852$ meV, so $e^{-\Delta/kT_0}=6.31\times10^{-5}$. With $e^2/h=38.74\ \mu$S,

$$I=4(38.74\ \mu\mathrm S)(25.852\ \mathrm{mV})(6.31\times10^{-5})=0.253\ \mathrm{nA}.$$

The bias gives $u=11.605$ and $\coth(u/2)-1=1.825\times10^{-5}$, while $D=3.156\times10^{-5}$. Hence

$$F=1+1.825\times10^{-5}-3.156\times10^{-5}=0.999987.$$

The two wave-mechanical barriers give:

| Quantity | 60 nm | 8 nm |
|---|---:|---:|
| Current (nA) | 0.267 | 10.1 |
| Current below barrier top | 15.5% | 98.3% |
| $D$ | $2.37\times10^{-5}$ | $2.75\times10^{-4}$ |
| $F$ | 0.999995 | 0.99974 |

The short device carries nearly all its current by tunnelling. The long one carries most of it over the top. Their Fano factors differ by $2.5\times10^{-4}$, so a measurement good to one per cent cannot tell them apart.

The long device does have some tunnelling, which is why the classical barrier is the cleaner counterexample. Its current below the top is $0.155\times0.267=0.041$ nA, but its total exceeds the classical current by only 0.014 nA. The part above the top has fallen from 0.253 to 0.226 nA, because a quantum wave is partly reflected even there.

**Q:** The tunnelling device has the smaller $F$. With a perfect noise measurement, could that be its signature?

**A:** Not by itself. $D$ measures how strongly the states that carry the current are used, not whether they lie below the top. Give the 8 nm barrier a mass of $0.55\,m_0$, a rough value for a heavier valley, and hold everything else fixed. The current falls to 0.94 nA, and 80.6% of it still tunnels. Now $F=0.999991$, which is closer to one than the 0.999987 of the classical barrier without tunnelling.

**Q:** Then I could lower the drain bias and watch the crossover from shot noise to thermal noise.

**A:** In the dilute limit that crossover is $\coth(u/2)$ for either path. At a bias of 0.05 V it equals 1.338. The long and short devices both give 1.338 to this precision.

Higher moments of the count do not help in this limit either. For one slot,

$$\langle e^{\lambda X}\rangle=1+p_+(e^\lambda-1)+p_-(e^{-\lambda}-1).$$

For small $p_\pm$ use $\ln(1+x)\simeq x$, add the slots, and define $\Gamma_\pm=(g/h)\int p_\pm\,dE$. To leading order,

$$\frac{\ln\langle e^{\lambda N}\rangle}{t}=\Gamma_+(e^\lambda-1)+\Gamma_-(e^{-\lambda}-1).$$

This describes two independent Poisson streams in opposite directions. Their rates obey $\Gamma_+-\Gamma_-=I/e$ and $\Gamma_+=e^u\Gamma_-$, so

$$\Gamma_+=\frac{I/e}{1-e^{-u}},\qquad \Gamma_-=\frac{I/e}{e^u-1}.$$

Current, bias and temperature fix both rates, and with them every cumulant at this order. The same chain was tested in a dilute state, with $\mu_s=-3.5$, $\mu_d=-4.4$ and $kT_0=0.3$, where the band starts at $-2$. At $\lambda=1$ the growth rate of $\ln\langle e^{\lambda N}\rangle$ from the exact evolution is 0.9992 times the Poisson value.

**Q:** Is tunnelling at least sufficient for full shot noise?

**A:** No. Suppose $T$ is constant and both Fermi levels lie far above the lower edge of the transmitting band. Since $f(1-f)=-kT_0\,df/dE$,

$$\int f_s(1-f_s)\,dE=\int f_d(1-f_d)\,dE=kT_0,\qquad \int(f_s-f_d)\,dE=eV.$$

We also need the integral of $(f_s-f_d)^2$. Expanding the products shows that

$$(f_s-f_d)^2=f_s(1-f_d)+f_d(1-f_s)-f_s(1-f_s)-f_d(1-f_d).$$

The first two terms sum to $\coth(u/2)(f_s-f_d)$, so the integral is $eV\coth(u/2)-2kT_0$. Therefore

$$D=\frac{T^2[eV\coth(u/2)-2kT_0]}{T\,eV}=T\coth\frac u2-\frac{2T}{u},$$

$$F=(1-T)\coth\frac u2+\frac{2T}{u}.$$

For $T=1/2$ and $u=11.605$ this is $0.500+0.086=0.586$. A tunnel path with such a transmission does not show full shot noise.

Emission over a barrier is not sufficient either: with $T=1$, full shot noise requires that few of the incoming states above the top are filled. Put the top of a classical barrier 0.10 eV below the source Fermi level, with the drain bias still 0.30 V. The incoming states are now mostly full, the Pauli principle makes the stream regular, and $F=0.252$.

**Q:** Real electrons scatter in the channel. Does that spoil the thermionic result?

**A:** Elastic coherent scattering is already contained in $T(E)$. For incoherent scattering, take independent carriers that enter as a Poisson stream of mean number $n$, each passing with probability $q$. One carrier contributes the factor $1+q(e^\lambda-1)$. Averaging over the Poisson number gives

$$\sum_m e^{-n}\frac{n^m}{m!}\left[1+q(e^\lambda-1)\right]^m=e^{nq(e^\lambda-1)}.$$

This is again a Poisson distribution, with mean $nq$. A regular stream of $n$ carriers would instead give variance $nq(1-q)$ and $F=1-q$.

A random walk tests both statements. Walkers enter at site 1 and leave at site 0 or site 3. The passing probability is linear in the starting site, because at each interior site it is the mean of its neighbours' values, so $q=1/3$. The simulation gives $q=0.334$. It finds $F=0.99$ for Poisson entry, with a statistical error of about 0.01, and $F=0.67$ for regular entry. Random dwell times do not matter when the counting window is much longer than they are.

For a continuous layer of length $d$, let $\ell$ be the mean path between reversals of direction. Let a unit stream enter, and let $J$ be the net stream that passes. The forward stream loses carriers to the backward one and regains some from it, so it falls by $J/\ell$ per unit length. It leaves as $J$, since nothing returns from the far side. Thus $1-J=Jd/\ell$, and $q=J=\ell/(\ell+d)$. In the long transistor the potential falls by $kT_0$ within 4.0 nm beyond the top. If backscattering matters only in that layer, a rough mean path of 10 nm between reversals gives $q=10/14.0=0.71$. The current then falls by about 29%. Restricting the scattering to that layer assumes that electrons beyond it lose the energy needed to climb back. In a one-dimensional wire with elastic reversals they keep it and can return from anywhere on the drain slope. The same 10 nm path over the whole 30 nm slope gives $q=10/40=0.25$, and scattering on the source side lowers it further. Whatever the value of $q$, the Fano factor of independent carriers stays at one.

**Q:** What should I measure instead?

**A:** The subthreshold swing at two temperatures. The swing is the gate voltage needed to change the current tenfold. Let the barrier top move by $-\eta e\,dV_g$ when the gate voltage $V_g$ changes, with $\eta$ a constant coupling. The occupations do not depend on $U_b$, so at large bias

$$\frac{\partial\ln I}{\partial U_b}=\frac{\int(\partial T/\partial U_b)f_s\,dE}{\int Tf_s\,dE},\qquad \text{swing}=\frac{\ln10}{\eta e\,|\partial\ln I/\partial U_b|}.$$

For the classical barrier $I\propto e^{-\Delta/kT_0}$, so the derivative is $-1/kT_0$ and the swing is $\ln10\,kT_0/(\eta e)$, proportional to temperature. For tunnelling, write $\partial T/\partial U_b=T\,\partial\ln T/\partial U_b$. The derivative is then an average of $\partial\ln T/\partial U_b$ over the energies that carry the current. Temperature enters through the weights alone, so the swing changes little if $\partial\ln T/\partial U_b$ varies little over those energies.

For $\eta=1$, with the source Fermi level held fixed, the two devices give:

| Swing (mV/decade) | 60 nm | 8 nm |
|---|---:|---:|
| 300 K | 59.8 | 101 |
| 150 K | 30.0 | 103 |

Cooling halves the swing of the long device and changes that of the short one by 2%. The value at 300 K alone is not enough. A thermionic device with $\eta=0.59$ would also show 101 mV/decade, but its swing would halve on cooling. A constant $\eta$ cancels in the ratio of the two swings.

The test works best in one direction. In this model, a swing that hardly changes on cooling points to tunnelling well below the top. A swing that halves does not exclude tunnelling just below the top, because those electrons still need thermal energy to get there. A 30 nm barrier of the same shape has swings of 60.6 and 31.3 mV/decade at 300 K and 150 K, yet 35% and 76% of its current tunnels.

Even the first reading is evidence, not proof. Band tails, traps or a temperature-dependent $\eta$ can also change the ratio.

**Q:** How far would a real silicon device be from these numbers?

**A:** The current could be far off; the heavier mass alone changed it elevenfold in the short device. A rough band nonparabolicity of 0.5 eV⁻¹ raises the current of the short device from 10.1 to about 13 nA and its swings from 101 and 103 to about 110 and 115 mV/decade. Its $F$ stays above 0.999, and the long device hardly changes. The 8 nm potential is also steeper than I would expect in a typical transistor, with a peak field of 2.4 MV/cm against 0.31 MV/cm in the long one. A self-consistent potential would probably spread out and reduce the tunnelling. The total band drop of 0.60 eV is still 0.50 eV below a rough silicon gap of 1.1 eV, so elastic tunnelling between the bands is closed here. An electron starting at the barrier top also gains too little energy to create a pair.

Coulomb interaction is left out too. Multiplying the crossing rate $I/e$ by $L$ over a thermal speed of 123 km/s gives $8\times10^{-4}$ carriers present on average in the long device and $4\times10^{-3}$ in the short one. Crossing electrons therefore seldom coincide, which suggests weak correlations between them. This is a rough guide: electrons speed up on the way down to the drain, the thermal speed does not define a tunnelling time, and electrons that turn back are not counted.

The assumption most easily broken is the absence of traps. Let one trap switch the current by $\delta I$, be filled half the time, and relax with time constant $\tau$. The autocovariance is $(\delta I)^2e^{-|t|/\tau}/4$, and twice its Fourier transform is

$$S_{\rm trap}(f)=\frac{(\delta I)^2\tau}{1+(2\pi f\tau)^2}.$$

For rough values $\delta I=0.1I$ and $\tau=1$ ms, the long device has $S_{\rm trap}(0)=7.1\times10^{-25}$ A²/Hz, about 8300 times its shot noise of $8.6\times10^{-29}$ A²/Hz. The trap noise falls to 1% of $2eI$ at about 145 kHz in the long device and 900 kHz in the short one. For this trap, the white level should be read above those frequencies, but still below the rates of transport and of the measuring circuit. The numerical output lists the remaining values. If your measurement meets these conditions, $S=2eI$ shows a count with Poisson variance, and the path is still to be determined.

## Computed values

```
Inputs: 300 K, bias 0.30 V, mass 0.19 m0, g 4
Band edge to Fermi level 0.05 eV, to barrier top 0.30 eV
kT 25.852 meV; u 11.605; coth(u/2)-1 1.825e-05
Chain F: evolution 0.7009, formula 0.7009
Dilute chain log-moment / Poisson value 0.9992
Classical barrier current 0.2529 nA
Classical barrier F 0.999987, D 3.156e-05
long: barrier length 60 nm
long: current 0.2673 nA
long: noise S 8.564e-29 A^2/Hz
long: F 0.999995, D 2.372e-05
long: upper bound on D 3.892e-05
long: current below barrier top 15.48 %
long: mean energy from top 22.9 meV
long: F at 0.05 V 1.33795
long: swing at 300 K 59.78 mV/decade
long: swing at 150 K 30.02 mV/decade
long: swing ratio 150 K/300 K 0.502
long: trap noise is 1% of 2eI at 145.4 kHz
long: rough mean carriers present 8.11e-04
long: kT layer 3.99 nm, pass factor 0.715
long: peak field 0.31 MV/cm
short: barrier length 8 nm
short: current 10.1436 nA
short: noise S 3.250e-27 A^2/Hz
short: F 0.999743, D 2.748e-04
short: upper bound on D 3.925e-04
short: current below barrier top 98.33 %
short: mean energy from top -172.2 meV
short: F at 0.05 V 1.33786
short: swing at 300 K 101.37 mV/decade
short: swing at 150 K 103.41 mV/decade
short: swing ratio 150 K/300 K 1.020
short: trap noise is 1% of 2eI at 895.5 kHz
short: rough mean carriers present 4.10e-03
short: kT layer 0.53 nm, pass factor 0.949
short: peak field 2.36 MV/cm
coth(u/2) at 0.05 V 1.33797
Barrier 0.10 eV below Fermi level: F 0.2520
Constant T = 0.5, filled window: F 0.5862
Random walk: pass probability 0.3337
Random walk F: Poisson 0.988, regular 0.671
Short, mass 0.55 m0: current 0.9428 nA
Short, heavy mass: F 0.999991, below top 80.60 %
Rough trap: step 10 %, time 1 ms
Rough trap: filled half of the time
Rough free path 10 nm; rough gap 1.1 eV
Gap minus total band drop 0.50 eV
Thermal injection speed 123.4 km/s
```
